# Breit–Rabi levels for J = 1/2 and any nuclear spin: verification in Python

```python
"""Breit-Rabi levels for J = 1/2 and any nuclear spin I, tested by diagonalization.

H/h = A I.J + B (ge Jz - gn Iz), energies in MHz, field B in tesla,
ge = g_J mu_B/h and gn = g_N mu_N/h in MHz/T, M = m_I + m_J.
With W = A (I + 1/2), x = (ge + gn) B / W and c = 2M/(2I + 1), the result is
E = -W/(2(2I+1)) - gn B M +- (W/2) sqrt(1 + 2 c x + x^2) for F = I +- 1/2.
For M = s (I + 1/2), s = +-1, only the upper sign exists and the root
is replaced by 1 + s x, which may be negative.
"""
import numpy as np
from scipy.constants import physical_constants, h
from scipy.optimize import minimize_scalar


def spin_matrices(s):
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


def build_operators(I):
    """I.J, Jz, Iz and F^2 in the product basis (electron factor first)."""
    J, N = spin_matrices(0.5), spin_matrices(I)
    for S, s in ((J, 0.5), (N, I)):
        assert np.allclose(S[0] @ S[1] - S[1] @ S[0], 1j * S[2])
        assert np.allclose(sum(a @ a for a in S), s * (s + 1) * np.eye(len(S[2])))
    Jfull = [np.kron(a, np.eye(len(N[2]))) for a in J]
    Ifull = [np.kron(np.eye(2), a) for a in N]
    dot = sum(a @ b for a, b in zip(Ifull, Jfull))
    F2 = sum((a + b) @ (a + b) for a, b in zip(Ifull, Jfull))
    assert np.allclose(dot.imag, 0) and np.allclose(F2.imag, 0)
    return dot.real, Jfull[2].real, Ifull[2].real, F2.real


def hamiltonian(ops, A, ge, gn, B):
    return A * ops[0] + B * (ge * ops[1] - gn * ops[2])


def block(matrix, ops, M):
    index = np.flatnonzero(np.abs(np.diag(ops[1] + ops[2]) - M) < 1e-9)
    return matrix[np.ix_(index, index)]


def breit_rabi(I, M, branch, A, ge, gn, B, positive_root=False):
    W = A * (I + 0.5)
    x = (ge + gn) * B / W
    if abs(M) > I and not positive_root:
        root = 1 + np.sign(M) * x
    else:
        root = np.sqrt(max(1 + 4 * M * x / (2 * I + 1) + x**2, 0.0))
    return -W / (2 * (2 * I + 1)) - gn * B * M + branch * W / 2 * root


# A rank-two operator in J vanishes for J = 1/2: no quadrupole term.
J_half = spin_matrices(0.5)
for a in range(3):
    for b in range(3):
        anti = J_half[a] @ J_half[b] + J_half[b] @ J_half[a]
        assert np.allclose(anti, (a == b) * 2 / 3 * 0.75 * np.eye(2))

# General test: follow eigenvectors from zero field by overlap.
# Nuclear couplings are exaggerated so that a wrong nuclear term would show.
tol = 1e-7  # MHz, far above rounding of energies near 1e5 MHz
largest_error = 0.0
ge_test = 28000.0
for I in (0.5, 1.0, 1.5, 3.5, 4.5):
    ops = build_operators(I)
    Mtot = ops[1] + ops[2]
    inner = np.arange(-(I - 0.5), I, 1.0)
    for A in (1000.0, -1000.0):
        W = A * (I + 0.5)
        for gn in (-5000.0, 15.0, 9000.0):
            for direction in (1, -1):
                follow = {}
                for M in inner:
                    f2, vec = np.linalg.eigh(block(ops[3], ops, M))
                    assert np.allclose(f2, [(I - .5) * (I + .5), (I + .5) * (I + 1.5)])
                    follow[M, -1], follow[M, 1] = vec[:, 0], vec[:, 1]
                for x in direction * np.linspace(0, 3, 61):
                    B = x * W / (ge_test + gn)
                    par = (A, ge_test, gn, B)
                    H = hamiltonian(ops, *par)
                    assert np.allclose(H @ Mtot, Mtot @ H)
                    levels = []
                    for M in inner:
                        h2 = block(H, ops, M)
                        assert h2.shape == (2, 2)
                        mean = -A / 4 - gn * B * M
                        half = (A * M + (ge_test + gn) * B) / 2
                        V = A / 2 * np.sqrt((I + 0.5)**2 - M**2)
                        wanted = [[mean + half, V], [V, mean - half]]
                        assert np.allclose(h2, wanted, rtol=0, atol=tol)
                        energy, vec = np.linalg.eigh(h2)
                        c = 2 * M / (2 * I + 1)
                        R = np.sqrt(1 + 2 * c * x + x**2)
                        for br in (-1, 1):
                            k = np.argmax(np.abs(vec.T @ follow[M, br]))
                            follow[M, br] = vec[:, k]
                            E = breit_rabi(I, M, br, *par)
                            largest_error = max(largest_error, abs(E - energy[k]))
                            assert abs(E - energy[k]) < tol
                            p_up = (1 + br * (x + c) / R) / 2
                            assert abs(vec[0, k]**2 - p_up) < 1e-9
                            levels.append(E)
                    for s in (-1, 1):
                        M = s * (I + 0.5)
                        h1 = block(H, ops, M)
                        assert h1.shape == (1, 1)
                        E = breit_rabi(I, M, 1, *par)
                        largest_error = max(largest_error, abs(E - h1[0, 0]))
                        assert abs(E - h1[0, 0]) < tol
                        linear = A * I / 2 + s * B * (ge_test / 2 - I * gn)
                        assert abs(linear - h1[0, 0]) < tol
                        levels.append(E)
                        if s * x < -1.01:
                            wrong = breit_rabi(I, M, 1, *par, positive_root=True)
                            assert abs(wrong - h1[0, 0] - W * (abs(x) - 1)) < tol
                            switched = breit_rabi(I, M, -1, *par, positive_root=True)
                            assert abs(switched - h1[0, 0]) < tol
                    assert len(levels) == len(H)
                    assert np.allclose(np.sort(levels), np.linalg.eigvalsh(H),
                                       rtol=0, atol=tol)

# Worked example with round model parameters.
I, A, gJ, gN = 1.5, 1000.0, 2.0, 2.0
muB = physical_constants["Bohr magneton"][0] / h / 1e6
muN = physical_constants["nuclear magneton"][0] / h / 1e6
hartree_MHz = physical_constants["Hartree energy"][0] / h / 1e6
ge, gn = gJ * muB, gN * muN
W = A * (I + 0.5)
ops = build_operators(I)


def exact(M, branch, B, gn_used=gn):
    """Eigenvalue of one M block; A > 0, so F = I + 1/2 is the higher level."""
    values = np.linalg.eigvalsh(block(hamiltonian(ops, A, ge, gn_used, B), ops, M))
    return values[-1] if branch == 1 else values[0]


zero = np.linalg.eigvalsh(hamiltonian(ops, A, ge, gn, 0.0))
assert np.allclose(zero, [-A * (I + 1) / 2] * 3 + [A * I / 2] * 5)
print(f"nuclear spin I = {I}, A/h = {A:.1f} MHz, g_J = {gJ}, g_N = {gN}")
print(f"mu_B/h = {muB:.4f} MHz/T, mu_N/h = {muN:.6f} MHz/T")
print(f"g_J mu_B/h = {ge:.4f} MHz/T, g_N mu_N/h = {gn:.6f} MHz/T")
print(f"zero-field energies: F=2 {zero[-1]:.3f} MHz, F=1 {zero[0]:.3f} MHz")
print(f"zero-field splitting W/h = {W:.3f} MHz = {W / hartree_MHz:.6e} hartree")
print(f"field where x = 1: {W / (ge + gn):.6f} T")
B1, B2 = 0.02, 0.1
for B in (B1, B2):
    print(f"B = {B} T: b_e/h = {ge * B:.4f} MHz, b_n/h = {gn * B:.4f} MHz, "
          f"x = {(ge + gn) * B / W:.6f}")

print(f"levels E/h in MHz: formula at {B1} T, formula at {B2} T, matrix at {B2} T")
for branch, F in ((1, 2), (-1, 1)):
    for M in range(F, -F - 1, -1):
        E1, E2 = (breit_rabi(I, M, branch, A, ge, gn, B) for B in (B1, B2))
        assert abs(E1 - exact(M, branch, B1)) < tol
        assert abs(E2 - exact(M, branch, B2)) < tol
        print(f"  F={F} M={M:+d}: {E1:11.4f} {E2:11.4f} {exact(M, branch, B2):11.4f}")

M = -1
h2 = block(hamiltonian(ops, A, ge, gn, B2), ops, M)
energy, vec = np.linalg.eigh(h2)
print(f"block M = -1 at {B2} T, entries in MHz:")
print(f"  H11 = {h2[0, 0]:.4f}, H22 = {h2[1, 1]:.4f}, H12 = {h2[0, 1]:.4f}")
print(f"  mean = {(h2[0, 0] + h2[1, 1]) / 2:.4f} MHz, "
      f"half-difference = {(h2[0, 0] - h2[1, 1]) / 2:.4f} MHz")
print(f"  half-gap = {(energy[1] - energy[0]) / 2:.4f} MHz")
print(f"  population of m_J=+1/2 in F=2 level = {vec[0, 1]**2:.6f}")

right = exact(-2, 1, B2)
wrong = breit_rabi(I, -2, 1, A, ge, gn, B2, positive_root=True)
no_nucleus = exact(-2, 1, B2, gn_used=0.0)
assert abs(right - no_nucleus - I * gn * B2) < tol
print(f"stretched M = -2 at {B2} T:")
print(f"  1 - x = {1 - (ge + gn) * B2 / W:.6f}")
print(f"  true E/h = {right:.4f} MHz = {right / hartree_MHz:.6e} hartree")
print(f"  false E/h from positive root = {wrong:.4f} MHz")
print(f"  error of positive root = {wrong - right:.4f} MHz")
print(f"  E/h without nuclear Zeeman term = {no_nucleus:.4f} MHz")
print(f"  shift by nuclear Zeeman term = {right - no_nucleus:.4f} MHz")

# Weak-field slopes by central differences of matrix eigenvalues.
step = 1e-5
for branch, F in ((1, 2), (-1, 1)):
    per_M = branch * (ge + gn) / (2 * I + 1) - gn
    for M in (-1, 0, 1):
        slope = (exact(M, branch, step) - exact(M, branch, -step)) / (2 * step)
        assert abs(slope - M * per_M) < 0.01  # cubic term of the difference
    print(f"weak-field slope for F={F}, M=+1: {slope:.3f} MHz/T")

# Smallest gap within the M = -1 block, found numerically.
M = -1
c = 2 * M / (2 * I + 1)
search = minimize_scalar(lambda B: exact(M, 1, B) - exact(M, -1, B),
                         bounds=(0.0, 0.1), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x + c * W / (ge + gn)) < 1e-6
assert abs(search.fun - W * np.sqrt(1 - c**2)) < 1e-5
mixed = np.linalg.eigh(block(hamiltonian(ops, A, ge, gn, search.x), ops, M))[1]
assert abs(mixed[0, 1]**2 - 0.5) < 1e-4
print(f"smallest M=-1 gap: {search.fun:.4f} MHz at B = {search.x:.6f} T, "
      f"x = {(ge + gn) * search.x / W:.5f}")
print(f"  population of m_J=+1/2 there = {mixed[0, 1]**2:.5f}")

# Strong field: product-state energy and its leading correction.
for B in (2.0, 20.0):
    x = (ge + gn) * B / W
    for M in (-1, 0, 1):
        c = 2 * M / (2 * I + 1)
        for branch in (1, -1):
            mJ = branch / 2
            mI = M - mJ
            product = ge * B * mJ - gn * B * mI + A * mI * mJ
            rest = exact(M, branch, B) - product
            leading = branch * W * (1 - c**2) / (4 * x)
            assert abs(rest / leading - 1) < 1 / x  # next order is c/x
            if B == 2.0 and M == -1 and branch == 1:
                print(f"strong field, B = {B} T, x = {x:.4f}, F=2 M=-1:")
                print(f"  exact E/h = {exact(M, branch, B):.4f} MHz")
                print(f"  product-state E/h = {product:.4f} MHz")
                print(f"  remainder = {rest:.4f} MHz, "
                      f"leading correction = {leading:.4f} MHz")

print(f"largest formula-matrix difference in general test = {largest_error:.1e} MHz")
print("no test failed")
```

It prints:

```
nuclear spin I = 1.5, A/h = 1000.0 MHz, g_J = 2.0, g_N = 2.0
mu_B/h = 13996.2449 MHz/T, mu_N/h = 7.622593 MHz/T
g_J mu_B/h = 27992.4898 MHz/T, g_N mu_N/h = 15.245186 MHz/T
zero-field energies: F=2 750.000 MHz, F=1 -1250.000 MHz
zero-field splitting W/h = 2000.000 MHz = 3.039660e-07 hartree
field where x = 1: 0.071409 T
B = 0.02 T: b_e/h = 559.8498 MHz, b_n/h = 0.3049 MHz, x = 0.280077
B = 0.1 T: b_e/h = 2799.2490 MHz, b_n/h = 1.5245 MHz, x = 1.400387
levels E/h in MHz: formula at 0.02 T, formula at 0.1 T, matrix at 0.1 T
  F=2 M=+2:   1029.4675   2147.3377   2147.3377
  F=2 M=+1:    915.2510   1836.8887   1836.8887
  F=2 M=+0:    788.4813   1470.7798   1470.7798
  F=2 M=-1:    643.8182   1000.8028   1000.8028
  F=2 M=-2:    470.5325   -647.3377   -647.3377
  F=1 M=+1:  -1415.8609  -2339.9377  -2339.9377
  F=1 M=+0:  -1288.4813  -1970.7798  -1970.7798
  F=1 M=-1:  -1143.2084  -1497.7538  -1497.7538
block M = -1 at 0.1 T, entries in MHz:
  H11 = 651.9113, H22 = -1148.8622, H12 = 866.0254
  mean = -248.4755 MHz, half-difference = 900.3868 MHz
  half-gap = 1249.2783 MHz
  population of m_J=+1/2 in F=2 level = 0.860363
stretched M = -2 at 0.1 T:
  1 - x = -0.400387
  true E/h = -647.3377 MHz = -9.838432e-08 hartree
  false E/h from positive root = 153.4358 MHz
  error of positive root = 800.7735 MHz
  E/h without nuclear Zeeman term = -649.6245 MHz
  shift by nuclear Zeeman term = 2.2868 MHz
weak-field slope for F=2, M=+1: 6986.689 MHz/T
weak-field slope for F=1, M=+1: -7017.179 MHz/T
smallest M=-1 gap: 1732.0508 MHz at B = 0.035704 T, x = 0.50000
  population of m_J=+1/2 there = 0.50000
strong field, B = 2.0 T, x = 28.0077, F=2 M=-1:
  exact E/h = 27301.8545 MHz
  product-state E/h = 27288.2254 MHz
  remainder = 13.6292 MHz, leading correction = 13.3892 MHz
largest formula-matrix difference in general test = 7.3e-12 MHz
no test failed
```
